Franck-Condon Blockade and Avalanche Transport Through One Vibrating Level

**Problem**

A spinless electronic level, with occupation n_d = 0 or 1, is coupled to one harmonic vibration:

H = ε₀n_d + λħω n_d(b + b†) + ħω b†b.

The Huang-Rhys factor is g = λ². Two identical leads with constant densities of states ρ and tunnelling amplitudes t have chemical potentials +eV/2 (left) and −eV/2 (right), with e > 0. Each has tunnelling energy Γ = 2πρ|t|². Current is positive when electrons move from left to right. A gate sets ε₀ = għω. The bias lies on plateau n, meaning nħω < eV/2 < (n+1)ħω.

Assume Γ ≪ k_BT ≪ ħω. Electrons then tunnel one at a time, coherence between vibrational states is dropped, and the Fermi functions act as steps away from the plateau edges. The Fano factor is F = S/(2eI), where S is the one-sided zero-frequency current noise.

(a) Find the tunnelling rates between vibrational states.

(b) Find I and F when the vibration relaxes to its ground state before every tunnelling event.

(c) Remove the relaxation. What happens on plateaus n = 0 and n = 1 when g is large?

(d) Express F through the charge and duration of one cycle of the motion, and evaluate it for ħω = 10 meV, g = 16, Γ = 10 neV, a temperature of 1 K and eV = 3ħω.

**Hints**

1. Complete the square in the occupied sector. The new oscillator states are displaced copies of the old ones.

2. In (b), compare the total rate for filling the level with that for emptying it.

3. In (c), compare the energy conditions for entry and exit. Does the motion of the vibrational number q depend on the charge state?

4. In (d), start each cycle when the vibration returns to q = 0. Subtract from the transferred charge the amount expected from the average current during that cycle.

**Solution**

**(a) Rates**

With the level occupied, put B = b + λ. Since B†B = b†b + λ(b + b†) + λ²,

H = ε₀ − għω + ħωB†B.

The shifted level energy is ε = ε₀ − għω = 0. The displaced states are |q̃⟩ = D|q⟩, with

D = exp[−λ(b† − b)] = e^(−g/2) exp(−λb†) exp(λb).

For p ≥ q, let exp(λb) lower q by m quanta and exp(−λb†) raise the result to p:

⟨p|D|q⟩ = e^(−g/2)(−λ)^(p−q) √(p!q!) Σₘ (−g)^m / [m!(p−q+m)!(q−m)!],

where m runs from 0 to q. The sum is L_q^(p−q)(g)/p!, with L an associated Laguerre polynomial. Hence

|M_pq|² = e^(−g) g^(p−q) (q!/p!) [L_q^(p−q)(g)]².

Reversing the displacement changes only signs, so |M_pq|² = |M_qp|².

An entering electron that changes q to q′ needs energy (q′−q)ħω. A leaving electron carries away (q−q′)ħω. The golden rule gives, for lead a,

w_in(a; q→q′) = (Γ/ħ)|M_qq′|² f_a((q′−q)ħω),

w_out(a; q→q′) = (Γ/ħ)|M_qq′|² [1 − f_a((q−q′)ħω)].

The probabilities of the empty and occupied states obey

dP₀q/dt = Σ_a Σ_q′ [w_out(a; q′→q)P₁q′ − w_in(a; q→q′)P₀q],

dP₁q/dt = Σ_a Σ_q′ [w_in(a; q′→q)P₀q′ − w_out(a; q→q′)P₁q].

**(b) Equilibrated vibration**

Every event starts from q = 0. An electron entering from the left can create k quanta if kħω < eV/2, so k ≤ n. An electron leaving to the right has energy −kħω and finds an empty state if −kħω > −eV/2, again k ≤ n. Reverse events are forbidden. Filling and emptying therefore have the same total rate:

w = (Γ/ħ)Sₙ,  Sₙ = e^(−g) Σ_(k=0..n) g^k/k!.

One transfer takes one filling and one emptying, with mean duration 2/w, so

I = ew/2 = (eΓ/2ħ)Sₙ.

The two waits are independent exponentials, so the time τ between successive exits has variance 2/w². For a sequence of independent intervals carrying one electron each,

F = Var τ/⟨τ⟩² = (2/w²)/(4/w²) = 1/2.

This noise formula is the N = 1 case of the cycle result derived in (d).

At low bias S₀ = e^(−g): the oscillator's ground state barely overlaps its displaced copy. This is the Franck-Condon blockade. For g = 16 the unblocked current eΓ/2ħ = 1.22×10⁻¹² A falls to

1.22×10⁻¹² A × 1.125×10⁻⁷ = 1.37×10⁻¹⁹ A,

or 0.85 electrons per second. Sₙ is a cumulative Poisson probability with mean g, so the blockade lifts around n ≈ g: S₁₆ = 0.57 and S₂₄ = 0.98.

**(c) Unequilibrated vibration**

A forward event is entry from the left or exit to the right. Both require (q′−q)ħω < eV/2. A backward event is entry from the right or exit to the left. Both require (q′−q)ħω < −eV/2. The rates are thus the same for either charge state. With θ the unit step function,

r±(q→q′) = (Γ/ħ)|M_qq′|² θ(±eV/2 − (q′−q)ħω).

Adding the two rate equations gives a closed equation for P_q = P₀q + P₁q:

dP_q/dt = Σ_q′ [R(q′→q)P_q′ − R(q→q′)P_q],  R = r₊ + r₋.

On plateau n = 0, q cannot rise. Direct jumps to zero from every q > 0 have nonzero rate, because |M_q0|² = e^(−g)g^q/q!. The vibration ends in q = 0, and the result of (b) holds without relaxation: the current is blocked and F = 1/2. Low bias alone does not produce avalanches in this model.

On plateau n = 1, q can rise by one. The first two upward rates are

R(0→1) = (Γ/ħ)g e^(−g),

R(1→2) = (Γ/ħ)(g/2)(g−2)² e^(−g),

because L₁¹(g) = 2−g. Their ratio is (g−2)²/2 = 98 for g = 16. The rates from 0→1 up to 4→5 are

27.4, 2.68×10³, 6.28×10⁴, 4.72×10⁵ and 1.07×10⁶ s⁻¹.

At q = 1, the only jumps that change q go to 2, or back to 0 at 27.4 s⁻¹. The vibration therefore moves up with probability 98/99. A rare first excitation opens much faster channels, and charge flows until the vibration returns to q = 0. This flow is not one continuous burst: an excursion enters q = 1 eight to nine times on average and spends about 85% of its duration waiting there, so it is a train of short bursts separated by pauses at q = 1.

**(d) Noise of the avalanches**

Let Q_L and Q_R be the net electron numbers that have crossed the left and right junctions. They differ by the change in n_d, at most one, so (Q_L + Q_R)/2 has the same long-time variance per unit time as either. In this count each forward event contributes +1/2 and each backward event −1/2.

A cycle starts on return to q = 0. It contains a quiet wait W, during which 0→0 events may occur, and then an excursion of duration A. Let N be its net charge number and T = W + A its duration. Successive cycles are independent, and the mean electron rate is

J = I/e = ⟨N⟩/⟨T⟩.

For each cycle define X = N − JT, which has zero mean. Over a long time t there are about t/⟨T⟩ cycles. Because X has zero mean, fluctuations in the number of cycles do not alter the leading variance, and the unfinished cycle gives a correction that does not grow with t. Thus

Var Q = (t/⟨T⟩)⟨X²⟩,  ⟨Q⟩ = (t/⟨T⟩)⟨N⟩.

Since S = 2e² Var Q/t,

F = ⟨(N − JT)²⟩/⟨N⟩.

The moments follow from the first jump out of state j. Let R_j be its total event rate, including j→j, and define

p_jk = R(j→k)/R_j,  c_jk = [r₊(j→k) − r₋(j→k)]/(2R_j).

Write N = s + N′ and T = h + T′, where s = ±1/2 belongs to the first jump, h is the exponential wait before it, and primes denote the rest of the cycle. Averaging N, T, N², NT and T² gives

N_j = Σ_k c_jk + Σ′ p_jk N_k,

T_j = 1/R_j + Σ′ p_jk T_k,

(N²)_j = 1/4 + 2Σ′ c_jk N_k + Σ′ p_jk (N²)_k,

(NT)_j = N_j/R_j + Σ′ c_jk T_k + Σ′ p_jk (NT)_k,

(T²)_j = 2/R_j² + (2/R_j)Σ′ p_jk T_k + Σ′ p_jk (T²)_k.

Here Σ′ omits jumps from j ≥ 1 to k = 0, which end the cycle. These are linear equations, and the values at j = 0 are the required averages.

For n = 1 they give ⟨N⟩ = 99.2 and ⟨N²⟩ = 1.968×10⁴. The mean quiet wait is 1/R(0→1) = 36.56 ms and the mean excursion lasts 3.76 ms. Hence

J = 99.2/(40.32×10⁻³ s) = 2.46×10³ s⁻¹,  I = 3.94×10⁻¹⁶ A.

This is 169 times the equilibrated current on the same plateau, but still only 3.2×10⁻⁴ of the unblocked current. The full Fano expression gives F = 165.

To interpret this value, treat W as independent of N and A. The approximation is good because 0→0 events carry on average (1/2)(1/g) = 1/32 of an electron per cycle, against 99 in total. Using ⟨W²⟩ = 2⟨W⟩² and ⟨N − JA⟩ = J⟨W⟩,

⟨X²⟩ = ⟨(N−JA)²⟩ − 2J²⟨W⟩² + 2J²⟨W⟩² = ⟨(N−JA)²⟩.

If excursions took no time, this would give

F ≈ ⟨N²⟩/⟨N⟩ = 198.

Excursions actually occupy a fraction a = 0.093 of the time. If their charge is taken as proportional to their duration, then JA = aN and F = (1−a)² × 198 = 163, close to the full value. The proportionality is only approximate, but the estimate lies within about 1% of the full value. The ratio ⟨N²⟩/⟨N⟩² = 2.00 is that of an exponential distribution, for which the standard deviation equals the mean: bursts much smaller and much larger than average are both common.

The full charge-and-vibration equations at 1 K, with electrons counted at the right junction, were solved as a test. They reproduce I from the cycle calculation within one part in 10⁴, and F within one part in 10⁵, for n = 1 to 4. Over these plateaus F falls from 165 to 130, 70 and 36, while the current rises.

Sequential tunnelling must also dominate second-order tunnelling. From the empty q = 0 state to final state q′, the latter has the rate

(Γ²/2πħ) ∫dE |Σ_k M₀k M_q′k/(E−kħω)|².

Here E is the energy of the electron taken from the left lead. It must lie below eV/2, and the electron must end in an empty right-lead state at E − q′ħω > −eV/2, so E runs from q′ħω − eV/2 to eV/2. The index k labels virtual occupied states, and those reachable by real tunnelling are omitted. Unlike the sequential rates, this rate changes with bias across a plateau. At the centre of plateau 0, eV = ħω, the elastic rate is 1.3% of the blocked sequential transfer rate of 0.85 s⁻¹. At eV = 3ħω on plateau 1, the rate for creating one quantum is 7×10⁻⁵ of R(0→1). These ratios grow in proportion to Γ, so a hundredfold larger Γ would already invalidate the blocked current found here.

**Variation 1: finite relaxation**

Let every excited vibrational state relax directly to q = 0 at rate κ. How large must κ be to suppress the avalanches on plateau 1?

After the first excitation, the probability of reaching q = 2 before returning to zero is

p₂ = R(1→2)/[R(1→2) + R(1→0) + κ].

For κ = 1.52×10³ s⁻¹,

p₂ = 2681/(2681 + 27 + 1519) = 0.63.

Many bursts still start, but relaxation also shortens those that grow, and F falls to 41. For κ = 1.52×10⁵ s⁻¹, p₂ = 0.017 and F = 0.65. Relaxation thus removes the giant noise while still a hundred times slower than the bare tunnelling rate Γ/ħ = 1.52×10⁷ s⁻¹. It has to compete with the suppressed rates at small q. F is halved at κ ≈ 4×10² s⁻¹ and falls to 1 at κ ≈ 9×10⁴ s⁻¹. With ω = 1.52×10¹³ s⁻¹, the rates 1.52×10³ and 1.52×10⁵ s⁻¹ correspond to quality factors ω/κ of 10¹⁰ and 10⁸. The giant noise at these parameters therefore needs an almost undamped vibration; a molecular vibration relaxing within picoseconds to nanoseconds would give the equilibrated result of (b).

**Variation 2: a coupling with no avalanche**

Keep n = 1 and no relaxation, but set g = 2. Find I and F.

Now R(1→2) = 0, so the vibration ends up confined to q = 0 and 1. In units of (Γ/ħ)e^(−2), the rates are

0→0: 1,  0→1: 2,  1→0: 2,  1→1: (1−2)² = 1.

All these events are forward, and the total rate is 3 from either state. The number K of events is therefore Poisson distributed, while the transferred charge number is K/2:

I = (3/2)(eΓ/ħ)e^(−2),

F = (⟨K⟩/4)/(⟨K⟩/2) = 1/2.

These equal the equilibrated values, although the vibration is often excited. An unequilibrated vibration is thus not sufficient for giant noise: here the two accessible states have the same total event rate, so switching between them adds no noise, whereas for g = 16 the excited states conduct much faster than the ground state. On the same plateau, F = 1.0, 10 and 165 for g = 4, 9 and 16.

The remaining values are listed in the numerical output.

Numbers as computed

```
phonon energy = 10.0 meV
tunnelling energy per lead = 10.0 neV
temperature = 1.0 K; kT/phonon energy = 0.00862
Huang-Rhys factor g = 16.0; exp(-g) = 1.1254e-07
bare tunnelling rate Gamma/hbar = 1.5193e+07 1/s
unblocked current e Gamma/(2 hbar) = 1.2171e-12 A
upward rate 0->1 = 2.7355e+01 1/s
upward rate 1->2 = 2.6808e+03 1/s
upward rate 2->3 = 6.2817e+04 1/s
upward rate 3->4 = 4.7184e+05 1/s
upward rate 4->5 = 1.0705e+06 1/s
rate ratio (1->2)/(0->1) = 98.00
equilibrated n=0: I = 1.3696e-19 A, I/unblocked = 1.1254e-07, F = 0.500
equilibrated n=1: I = 2.3284e-18 A, I/unblocked = 1.9131e-06, F = 0.500
equilibrated n=2: I = 1.9860e-17 A, I/unblocked = 1.6318e-05, F = 0.500
equilibrated n=3: I = 1.1336e-16 A, I/unblocked = 9.3142e-05, F = 0.500
equilibrated n=4: I = 4.8736e-16 A, I/unblocked = 4.0044e-04, F = 0.500
equilibrated n=16: I = 6.8881e-13 A, I/unblocked = 5.6596e-01, F = 0.500
equilibrated n=24: I = 1.1899e-12 A, I/unblocked = 9.7768e-01, F = 0.500
unequilibrated n=0: I = 1.3696e-19 A, F = 0.500
blocked electron rate = 0.8549 1/s
unequilibrated n=1: I = 3.9432e-16 A, I/unblocked = 3.2400e-04, F = 164.750
unequilibrated n=2: I = 2.9810e-15 A, I/unblocked = 2.4493e-03, F = 130.338
unequilibrated n=3: I = 9.5615e-15 A, I/unblocked = 7.8562e-03, F = 69.948
unequilibrated n=4: I = 2.2691e-14 A, I/unblocked = 1.8644e-02, F = 36.412
n=1 mean quiet time = 36.556 ms
n=1 mean avalanche duration = 3.7606 ms
n=1 avalanche time fraction = 0.09328
n=1 mean charge number per cycle <N> = 99.226
n=1 second moment <N^2> = 19683.71; <N^2>/<N>^2 = 1.999
n=1 Fano: full = 164.750, <N^2>/<N> = 198.372
n=1 current gain over equilibrated = 169.36
n=1 relaxation = 0.000e+00 1/s: F = 164.750
n=1 relaxation = 1.519e+01 1/s: F = 158.293
n=1 relaxation = 1.519e+03 1/s: F = 41.276
n=1 relaxation = 1.519e+05 1/s: F = 0.646
n=1 relaxation = 1.519e+07 1/s: F = 0.500
n=1 unequilibrated g=4: F = 1.008
n=1 unequilibrated g=9: F = 10.261
n=1 unequilibrated g=16: F = 164.750
n=0 elastic cotunnelling/sequential rate = 1.2724e-02
n=1 inelastic cotunnelling/trigger rate = 6.9362e-05
```
